# Why atomic relaxation cannot raise a stable monolayer's diagonal elastic constants

In a three-atom model monolayer, letting the atoms relax inside the strained cell lowers \(C_{11}\) from 130.07 to 122.10 N/m and \(C_{66}\) from 56.70 to 49.12 N/m. The same relaxation raises \(C_{12}\) from 16.68 to 23.86 N/m. The two decreases follow from a general inequality for stable structures. That inequality does not fix the sign of the change in \(C_{12}\).

## What is held fixed

Let \(A\) be the reference cell area and \(\eta=(e_{xx},e_{yy},\gamma_{xy})\) the in-plane strain, with \(\gamma_{xy}=2e_{xy}\). The vector \(u\) contains the Cartesian displacements of all atoms in the cell, measured from the positions they would have if they simply followed the strain. "Clamped ions" therefore means \(u=0\). Electrons stay in their ground state, and the macroscopic in-plane electric field is zero. Layer thickness is part of \(u\), not a strain component, so elastic constants are energies per area, in N/m.

Take a reference with no force on any atom and no stress. To second order, the energy per cell is

\[
E=E_0+\tfrac12u^TKu+u^T\Lambda\eta+\tfrac12A\,\eta^TC^{\rm cl}\eta ,
\]

where \(K=\partial^2E/\partial u\,\partial u\), \(\Lambda=\partial^2E/\partial u\,\partial\eta\), and \(C^{\rm cl}\) is the clamped-ion elastic matrix. "Stable" here means that every displacement pattern except a uniform translation costs energy: \(K\) is positive apart from its translational null vectors.

## The inequality and its size

At each strain, the relaxed energy is the minimum over \(u\). Since \(u=0\) is one of the candidates,

\[
E_{\rm rel}(\eta)=\min_uE(u,\eta)\le E(0,\eta).
\]

The two energies agree at \(\eta=0\), where both have zero slope. The lower curve cannot have the larger curvature there. This is already the reason for the result; the Hessian gives the amount.

Setting the force to zero gives \(Ku=-\Lambda\eta\). A uniform translation \(t\) changes no energy at any strain, so \(Kt=0\) and \(t^T\Lambda=0\). The right-hand side thus has no component along the null vectors, and the equation is solvable:

\[
u=-K^+\Lambda\eta ,
\]

up to a translation. The pseudoinverse \(K^+\) inverts \(K\) on the internal displacements and gives zero on translations. Substitution, with \(K^+KK^+=K^+\), gives

\[
\tfrac12u^TKu=+\tfrac12\eta^T\Lambda^TK^+\Lambda\eta,\qquad
u^T\Lambda\eta=-\eta^T\Lambda^TK^+\Lambda\eta .
\]

Distorting the cell costs half of what the coupling to strain returns. The net energy is lowered, and

\[
C^{\rm rel}=C^{\rm cl}-\frac1A\Lambda^TK^+\Lambda .
\]

This is the Schur complement of the atomic block, divided by \(A\). Let \(t_m\) be the normalized internal eigenvectors of \(K\), with eigenvalues \(\kappa_m>0\), and let \(\Lambda_i\) be column \(i\) of \(\Lambda\). Then

\[
C_{ii}^{\rm rel}-C_{ii}^{\rm cl}
=-\frac1A\sum_m\frac{(t_m^T\Lambda_i)^2}{\kappa_m}\le0 .
\]

Equality requires every projection to vanish. Because \(\Lambda_i\) has no translational part, this means \(\Lambda_i=0\): the strain exerts no internal force. The argument holds for any strain direction, so rotating the axes cannot evade it.

An off-diagonal change contains products \((t_m^T\Lambda_1)(t_m^T\Lambda_2)\), which may have either sign. Its size is limited, because the subtracted matrix has no negative principal minor:

\[
|\Delta C_{12}|\le\sqrt{|\Delta C_{11}||\Delta C_{22}|}.
\]

## A monolayer that can be solved by hand

Place one metal atom M between a top and a bottom atom X in trigonal-prismatic coordination. The lattice constant is \(a=0.316\) nm and the half thickness is \(h=0.156\) nm. Each M–X bond has horizontal length \(\rho=a/\sqrt3\) and total length \(d=\sqrt{\rho^2+h^2}=0.2400\) nm. The horizontal bond directions are \(\phi_i=0^\circ,120^\circ,240^\circ\).

The Keating energy is \(\frac12\sum wq^2\). A bond vector \(r\) has \(q=(r^2-d^2)/(2d)\) and weight \(k=140\) N/m. A pair of bonds has \(q=[r_i\cdot r_j-(r_i\cdot r_j)_0]/d\) and weight \(b=20\) N/m. All \(q\) vanish in the reference, so it is free of force and stress.

There are six bonds per cell. The six same-side bond pairs each count twice, once as an X–M–X angle and once as an M–X–M angle, because reversing both bond vectors leaves their product unchanged. Three further pairs join a top X to the bottom X directly below it. The wider X–M–X angles are omitted.

**Biaxial strain.** Set \(e_{xx}=e_{yy}=s\). This strain keeps the threefold and mirror symmetries, so it can drive only a thickness change: top X moves by \(+w\), bottom X by \(-w\). Define \(X=\rho^2s\) and \(W=hw\). To first order:

- a bond gives \(qd=X+W\);
- a same-side pair has horizontal product \(-\rho^2/2\) and vertical product \(h^2\), giving \(qd=-X+2W\);
- a vertical pair has products \(\rho^2\) and \(-h^2\), giving \(qd=2X-2W\).

Hence

\[
\begin{aligned}
2d^2E&=6k(X+W)^2+12b(2W-X)^2+12b(X-W)^2\\
&=(6k+24b)X^2+2(6k-36b)XW+(6k+60b)W^2 .
\end{aligned}
\]

Minimization gives \(W=-X(6k-36b)/(6k+60b)\). The elastic energy is \(E/A=(C_{11}+C_{12})s^2\). With \(A=\sqrt3a^2/2\), the common factor is

\[
G=\frac{\rho^4}{2d^2A}=\frac{a^2}{9\sqrt3\,d^2}=0.11117,
\]

and therefore

\[
(C_{11}+C_{12})^{\rm rel}
=G\left[6k+24b-\frac{(6k-36b)^2}{6k+60b}\right].
\]

The first two terms are the clamped value.

**Shear strain.** Set \(e_{xx}=-e_{yy}=s\). Mirror symmetry through the layer and reflection \(y\to-y\) allow both X atoms to move together along \(x\), by \(v\) relative to M. A thickness change is excluded to first order: by threefold symmetry it would be the same for this strain and for its copies rotated by \(120^\circ\) and \(240^\circ\), but these three strains add to zero, so the common response must vanish. Keep \(X=\rho^2s\) and define \(V=\rho v\).

A bond gives \(qd=X\cos2\phi_i+V\cos\phi_i=(X+V)\cos\phi_i\), since \(\cos2\phi_i=\cos\phi_i\) for these angles. For a same-side pair \(i,j\), let \(l\) be the third direction. Then \(\cos(\phi_i+\phi_j)=\cos\phi_l\) and \(\cos\phi_i+\cos\phi_j=-\cos\phi_l\), so

\[
qd=2X\cos(\phi_i+\phi_j)+V(\cos\phi_i+\cos\phi_j)
=(2X-V)\cos\phi_l .
\]

A vertical pair gives \(qd=2(X+V)\cos\phi_i\). Using \(\sum_i\cos^2\phi_i=3/2\),

\[
\begin{aligned}
2d^2E&=3k(X+V)^2+6b(2X-V)^2+6b(X+V)^2\\
&=(3k+30b)X^2+2(3k-6b)XV+(3k+12b)V^2 .
\end{aligned}
\]

Now \(E/A=(C_{11}-C_{12})s^2\), and minimizing over \(V\) gives

\[
(C_{11}-C_{12})^{\rm rel}
=G\left[3k+30b-\frac{(3k-6b)^2}{3k+12b}\right].
\]

## Reading the numbers

The biaxial reduction is \(G(120)^2/2040=0.78\) N/m, taking 146.74 to 145.96 N/m. The shear reduction is \(G(300)^2/660=15.16\) N/m, taking 113.39 to 98.23 N/m. Half the sum and half the difference of these reductions give

\[
\Delta C_{11}=-\frac{0.78+15.16}{2}=-7.97,\qquad
\Delta C_{12}=\frac{15.16-0.78}{2}=+7.19\ \text{N/m}.
\]

Thus \(C_{12}\) rises because relaxation softens shear more than biaxial strain. Threefold symmetry makes the in-plane elasticity isotropic, so \(C_{66}=(C_{11}-C_{12})/2\) falls by 7.58 N/m. Direct minimization of the full nonlinear energy at small strains gives relaxed values of 122.10, 23.86 and 49.12 N/m for \(C_{11}\), \(C_{12}\) and \(C_{66}\), in agreement with the Schur complement.

The biaxial effect is small because two tendencies nearly cancel. Under stretching, bonds favour a thinner layer, while the angle terms favour a thicker one. At \(k=6b\) the net internal force vanishes: with \(b=20\) N/m, both clamped and relaxed \(C_{11}+C_{12}\) are 133.40 N/m. The shear coupling is then \(3k-6b=12b\), so \(C_{11}\) and \(C_{66}\) still fall.

For uniaxial strain \(e_{xx}=1\%\), half the strain is biaxial and half is shear. In the harmonic approximation, the X atoms shift by \(-0.415\) pm along \(x\) relative to M, and the top X moves down by 0.063 pm. The harmonic energy falls from 3.510 to 3.295 meV per cell; the full nonlinear energies of the model are both about 1% higher at this strain. Of this 0.215 meV saving, the coupling supplies 0.430 meV and the distortion takes back 0.215 meV.

The limit of weak angle forces is more drastic. Combining the fractions above gives

\[
(C_{11}+C_{12})^{\rm rel}=G\frac{156kb+24b^2}{k+10b},\qquad
(C_{11}-C_{12})^{\rm rel}=G\frac{54b(k+2b)}{k+4b}.
\]

As \(b\to0\) at fixed \(k\), both vanish, although the clamped values remain \(6Gk\) and \(3Gk\). Each X has three displacement components and three non-coplanar bonds, so it can preserve all three bond lengths to first order. Relaxation can remove an entire clamped stiffness.

## When the conclusion fails

Suppose \(b=-60\) N/m at unchanged \(k\). The shear mode then has \(3k+12b=-300\) N/m, so its stationary point is a maximum in \(V\). The same algebra changes \(C_{66}\) by

\[
-\frac G2\frac{(780)^2}{-300}=+112.7\ \text{N/m},
\]

from \(-76.71\) to \(+36.02\) N/m. The positive result does not show stability: the atoms are balanced at a saddle and would leave it. Zero force alone is not enough for the theorem.

Fast driving also changes the question. For one undamped mode with coupling \(\lambda\), stiffness \(\kappa\) and reduced mass \(\mu\), the equation \(\mu\ddot v=-\kappa v-\lambda\eta\) gives

\[
C(\omega)=C^{\rm cl}-\frac{\lambda^2}{A(\kappa-\mu\omega^2)} .
\]

Above resonance the correction is positive, so the inequality belongs to slow strain. With masses of 96 u for M and 32 u for X, the in-plane mode lies at 12.31 THz. At 10 GHz its softening differs from the static value by a relative \(6.6\times10^{-7}\).

## Beside a real channel material

The parameters are rough values in the regime of monolayer MoS₂, whose corresponding optical modes lie near 12 THz. The model's thickness mode, at 14.33 THz, is noticeably high. The force model itself is the largest uncertainty examined here: adding the omitted wide angles with the same \(b\), without refitting, changes clamped and relaxed \(C_{11}\) to 150.08 and 144.72 N/m. \(C_{11}\) still falls on relaxation, but by only 5.36 N/m. The change in \(C_{12}\) even reverses sign: it now falls from 10.01 to 9.65 N/m, because relaxation then softens biaxial strain slightly more than shear. The sign also depends on \(b/k\): without the wide angles, the formulas above give \(\Delta C_{12}=-4.18\) N/m at \(b=40\) N/m and a negative change for \(b\) below about 6.7 N/m. The rise of \(C_{12}\) found above therefore depends on the chosen angle terms and parameters, and neither sign is a prediction for MoS₂. Real devices also break the harmonic, zero-temperature assumption. For a Morse bond with a rough range parameter of 17 nm⁻¹, the most stretched bond at 1% uniaxial strain along \(x\) softens by 5.2%; a classical estimate for a free single bond at 300 K, taking the stiffness as \(k_BT\) divided by the variance of the bond length, gives 4.8% thermal softening (the thermally averaged curvature of the same bond softens by only 0.9%). The latter is crude, since the in-plane phonon quantum is \(1.97\,k_BT\), and neither percentage is a computed correction to \(C_{11}\). The printed numerical output below lists most of these estimates with the model's elastic constants.

## Values computed for the example and the checks

```
lattice constant a = 0.316 nm
half thickness h = 0.156 nm
bond length d = 0.2400 nm
cell area A = 0.08648 nm^2
bond constant k = 140.0 N/m
angle constant b = 20.0 N/m
geometry factor G = 0.11117 (dimensionless)
smallest internal eigenvalue of K = 156.0 N/m
C11+C12 clamped, relaxed = 146.74, 145.96 N/m
C11-C12 clamped, relaxed = 113.39, 98.23 N/m
C11 clamped, relaxed = 130.07, 122.10 N/m
C11 by minimization = 122.10 N/m
C11 change = -7.97 N/m
C12 clamped, relaxed = 16.68, 23.86 N/m
C12 by minimization = 23.86 N/m
C12 change = +7.19 N/m
C66 clamped, relaxed = 56.70, 49.12 N/m
C66 by minimization = 49.12 N/m
C66 change = -7.58 N/m
X shift along x at 1% e_xx = -0.415 pm
top X shift along z at 1% e_xx = -0.063 pm
clamped energy at 1% e_xx = 3.510 meV/cell
relaxed energy at 1% e_xx = 3.295 meV/cell
masses M, X = 96.0, 32.0 u
in-plane mode frequency = 12.31 THz
thickness mode frequency = 14.33 THz
C11 drop from in-plane mode = 7.580 N/m
C11 drop from thickness mode = 0.392 N/m
k=6b: C11+C12 clamped = 133.40 N/m
k=6b: C11+C12 relaxed = 133.40 N/m
saddle case angle constant = -60.0 N/m
saddle C66 clamped = -76.71 N/m
saddle C66 stationary = 36.02 N/m
with wide angles, C11 clamped = 150.08 N/m
with wide angles, C11 relaxed = 144.72 N/m
secant C11 at 2% strain, clamped = 132.68 N/m
secant C11 at 2% strain, relaxed = 124.61 N/m
Morse parameter (rough) = 17.0 1/nm
largest bond stretch at 1% e_xx = 1.035 pm
softening of that bond = 5.2 %
temperature = 300 K
classical thermal bond softening = 4.8 %
in-plane mode quantum / kT = 1.97
Born charge (rough) = 1.0 e
strain wavelength = 20 nm
ionic piezoelectric constant = 76.8 pC/m
unscreened field stiffening = 0.105 N/m
driving frequency = 10 GHz
(drive/in-plane mode)^2 = 6.6e-07
```
